\section*{Exact perturbation series for a Coulomb electron with a linear potential, part 2}

An electron bound to a fixed proton also feels a constant inward force $\lambda$. In atomic units, with energies in hartree and $\lambda$ in hartree/bohr, $H=\tfrac12 p^2-\frac1r+\lambda r$. For small $\lambda>0$ the level $(n,l)$ has the series $E=-\frac{1}{2n^2}+\sum_{j\ge1}E_j\lambda^j$. With $\Lambda=l(l+1)$, the radial function $R$ obeys
\[
-\tfrac12\frac{d^2}{dr^2}(rR)+\frac{\Lambda}{2r}R-R+\lambda r^2R-ErR=0 ,
\]
and $u=rR$.

The ladder route sets $r=nx$ and $R(nx)=\phi(x)=\sum_j\lambda^j\phi_j$, with $\phi_0=v_n$. It expands each $\phi_j$ in finitely many of the states
\[
v_k=(k-l-1)!\;x^le^{-x}L^{2l+1}_{k-l-1}(2x),
\]
and a recursion in exact fractions gives the $E_j$. The states satisfy $T_3v_k=kv_k$, where $T_3g=-\tfrac12(xg)''+\frac{\Lambda}{2x}g+\tfrac12xg$. With $T_1=T_3-x$, $Dg=(xg)'$ and $T_2=-iD$, the commutators are $[D,T_3]=-T_1$, $[D,T_1]=-T_3$ and $[T_3,T_1]=D$, and the Casimir value is $T_3^2-T_1^2-T_2^2=\Lambda$.

For $1s$, the first-order equation with $R_0=e^{-r}$ has the solution $R_1=-\tfrac12r^2e^{-r}$. The coefficients, computed to order sixty, begin $E_1=\tfrac32$, $E_2=-\tfrac32$, $E_3=\tfrac{27}{4}$, $E_4=-795/16$, $E_5=3843/8$, $E_6=-5583$, $E_7=9543339/128$, $E_8=-1141062999/1024$. The usual sum over hydrogen states gives only $-1.0749$ of $E_2$ from the bound levels; the rest belongs to the continuum. For $3p$, $E_1=\tfrac{25}{2}$ and $E_2=-675$.

\section{An independent exact route}

A recursion that never sees the ladder states serves as a control. Let $u''=2(W-E)u$ with $W=-1/r+\lambda r+\Lambda/2r^2$, $\int u^2dr=1$, and $f=r^s$ with integer $s\ge1$. Integrating $(fu'^2)'=f'u'^2+2f(W-E)(u^2)'$ and moving the derivative in the last term gives $\int f'u'^2=2\int[f(W-E)]'u^2$. Multiplying $(u^2)''=2u'^2+4(W-E)u^2$ by $f'$ and integrating by parts twice gives $\int f'u'^2=\tfrac12\int f'''u^2-2\int f'(W-E)u^2$. All boundary terms scale at the origin as $r^{s+2l}$ or a higher power and vanish. Equating the two expressions, $2E\langle f'\rangle=2\langle f'W\rangle+\langle fW'\rangle-\tfrac14\langle f'''\rangle$. The Coulomb term contributes $(-2s+1)\langle r^{s-2}\rangle$, the linear term $\lambda(2s+1)\langle r^s\rangle$, and the centrifugal term $(s-1)\Lambda\langle r^{s-3}\rangle$:
\begin{equation}
2sE\langle r^{s-1}\rangle=-(2s-1)\langle r^{s-2}\rangle+\lambda(2s+1)\langle r^{s}\rangle+(s-1)\Big[\Lambda-\frac{s(s-2)}{4}\Big]\langle r^{s-3}\rangle .
\end{equation}
Differentiating $H\psi=E\psi$ with respect to $\lambda$ and projecting on $\psi$ gives $dE/d\lambda=\langle r\rangle$, so $jE_j$ is the order $j-1$ coefficient of $\langle r\rangle$. At each order $s=1$ fixes $\langle r^{-1}\rangle$, and $s=2,3,\dots$ fix the higher moments from lower moments of the same order and from the previous orders. The numerical check asserts exact equality of the two sets of fractions for $1s$ to order $60$ and for $2s$, $2p$, $3p$, $4d$ and $7s$ to order $14$. It also asserts the commutators and the Casimir value on an arbitrary function, and that the assembled wave functions of $1s$, $3s$ and $3p$ satisfy the unscaled radial equation through $\lambda^3$. The moment route yields no wave function, which the ladder route supplies.

\section{Why the coefficients grow, and how fast}

Adding terms without limit does not give the energy. For $1s$ the coefficients grow factorially, as derived below under an analyticity assumption and compared with the exact coefficients to order sixty. The series then diverges for every $\lambda\neq0$, although a truncated sum can be accurate at small $\lambda$. For $\lambda=-F<0$ the potential falls without bound at large $r$ and the level becomes a resonance $E=E_r-\tfrac{i}{2}\Gamma$ with an outgoing wave. From $u''=2(V-E)u$, $(u^*u'-uu^{*\prime})'=2i\Gamma|u|^2$, so $\Gamma=\mathrm{Im}(u^*u')$ outside the barrier when $u$ is normalized inside.

The $1s$ width at leading order in small $F$ follows from WKB matching. With $E_r\approx-\tfrac12-\tfrac32F$, the barrier has $\kappa^2=1+3F-2Fr-2/r$ and an outer turning point $r_2\approx1/2F$. Under it $u=C\kappa^{-1/2}\exp(-\int_{r_0}^r\kappa)=Ce^{-\theta}\kappa^{-1/2}\exp(\int_r^{r_2}\kappa)$, with $\theta=\int_{r_0}^{r_2}\kappa\,dr$. Near $r_2$ the exponent is $\tfrac23\sqrt{2F}\,(r_2-r)^{3/2}$. On the arc $r-r_2=\varrho e^{i\alpha}$ it has the phase $\tfrac32(\alpha-\pi)$, which at $\alpha=0$ turns it into $+\tfrac{2i}{3}\sqrt{2F}\varrho^{3/2}$, the outgoing wave. This solution is the decaying one for $0<\alpha<2\pi/3$, which defines it uniquely, and it is the larger exponential at $\alpha=\pi$, where an admixture of the other one is negligible away from $r_2$. The prefactor keeps its modulus, so the outside wave is $Ce^{-\theta}k^{-1/2}e^{i\int k}$ up to a phase, with $k=|\kappa|$, and $\Gamma=|C|^2e^{-2\theta}$.

Choose $1\ll r_0\ll F^{-1/2}$. The upper limit makes the correction $Fr^2/2$ to $u=2re^{-r}$ small, and the lower one makes $\kappa(r_0)\approx1$, so $|C|^2=4r_0^2e^{-2r_0}$. Expand $\kappa\approx\sqrt{1+3F-2Fr}-1/(r\sqrt{1-2Fr})$. The next term integrates to $O(1/r_0)$. The expansion fails within a distance of order one of $r_2$, where $\kappa=O(F^{1/2})$, and that region does not contribute in the limit. The two integrals are
\begin{align}
\frac{(1+3F-2Fr_0)^{3/2}}{3F}&=\frac1{3F}+\frac32-r_0+O(Fr_0^2),\\
\int_{r_0}^{1/2F}\!\frac{dr}{r\sqrt{1-2Fr}}&=\int_0^{s_0}\!\frac{2\,ds}{1-s^2}=\ln\frac{1+s_0}{1-s_0}\approx\ln\frac{2}{Fr_0},
\end{align}
with $s=\sqrt{1-2Fr}$ and $1-s_0\approx Fr_0$. Then $e^{-2\theta}=e^{-2/(3F)-3+2r_0}\,4/(Fr_0)^2$, the matching point cancels, and
\begin{equation}
\Gamma\approx\frac{16}{F^2}\,e^{-3}\,e^{-2/(3F)} .
\label{eq:wkb}
\end{equation}
The factor $e^{-3}$ comes from the first-order shift: $\partial\theta/\partial E=-\int dr/\kappa$ with $\int_0^{1/2F}dr/\sqrt{1-2Fr}=1/F$, so lowering $E_r$ by $\tfrac32F$ raises $\theta$ by $\tfrac32$. The second-order shift changes $\theta$ only by $O(F)$.

The width is connected to the $E_j$ under an assumption that is not proved here: $f(\lambda)=(E+\tfrac12)/\lambda$ is analytic in the plane cut along $\lambda\le0$, is bounded near the origin, and decays uniformly at infinity. The decay is suggested by scaling, since $r=\lambda^{-1/3}\rho$ gives $E\propto\lambda^{2/3}$ at large $\lambda$. For $\mathrm{Im}\,\lambda>0$ the solution $\exp(-\tfrac23\sqrt{2\lambda}\,r^{3/2})$ is square integrable, so $\mathrm{Im}\,E=\mathrm{Im}\,\lambda\,\langle r\rangle>0$. On the upper lip of the cut it becomes an incoming wave, the conjugate of the resonance, with $\mathrm{Im}\,E=+\Gamma/2$. The Cauchy contour runs towards the origin along the upper lip and back along the lower one, so
\begin{equation}
f(\lambda)=\frac1\pi\int_0^\infty\frac{\mathrm{Im}f(-F+i0)}{-F-\lambda}\,dF=\frac1{2\pi}\int_0^\infty\frac{\Gamma(F)\,dF}{F(F+\lambda)} .
\label{eq:disp}
\end{equation}
The identity $\dfrac1{F+\lambda}=\sum_{m=0}^{J-1}\dfrac{(-\lambda)^m}{F^{m+1}}+\dfrac{(-\lambda)^J}{F^{J+1}}\dfrac{F}{F+\lambda}$ has two consequences. First,
\begin{equation}
E_j=\frac{(-1)^{j+1}}{2\pi}\int_0^\infty\Gamma(F)\,F^{-j-1}dF .
\end{equation}
Second, for $\lambda>0$ the remainder after order $J$ equals the term $E_{J+1}\lambda^{J+1}$ times the average of $F/(F+\lambda)$ with the positive weight $\Gamma F^{-J-2}$, a number between $0$ and $1$. At large $j$ the integrand peaks near $F=2/[3(j+3)]$, where \eqref{eq:wkb} applies. The substitution $t=2/(3F)$ gives $\int F^{-j-3}e^{-2/(3F)}dF=(\tfrac32)^{j+2}(j+1)!$, and with $\tfrac{16}{2\pi}\cdot\tfrac94=\tfrac{18}{\pi}$,
\begin{equation}
E_j\sim(-1)^{j+1}\frac{18}{\pi e^3}\Big(\frac32\Big)^j(j+1)! ,
\label{eq:large}
\end{equation}
with the constant $0.28526$. Factorial growth means zero radius of convergence.

The width formula is tested against the radial equation itself, and the growth law against the exact coefficients. Inserting $u=\sum_kd_kr^{k+l+1}$ gives $k(k+2l+1)d_k=-2d_{k-1}-2Ed_{k-2}+2\lambda d_{k-3}$, an everywhere convergent series, and $E$ is found from $u(w)=0$ at a distant point $w$. For the resonance $w=e^{i\pi/3}/F$, in the sector where the outgoing wave decays. The ratio of the computed width to \eqref{eq:wkb} is $0.83676$, $0.87766$ and $0.91844$ at $F=0.02$, $0.015$ and $0.01$ (at $F=0.02$, $5.563\times10^{-12}$ against $6.648\times10^{-12}$ hartree), and its quadratic extrapolation to $F=0$ is $0.9997$, asserted to lie within $0.02$ of one. The ratio $\rho_j$ of $E_j$ to \eqref{eq:large} is $0.49961$, $0.7383$, $0.86734$ and $0.91087$ at $j=10,20,40,60$. If $\rho_j$ expands in powers of $1/j$, the tenth difference of $j^{10}\rho_j$ divided by $10!$ returns the limit and removes the terms $1/j$ to $1/j^{10}$, which have become polynomials of degree below ten. This Richardson extrapolation over $j=50$ to $60$ gives $1.000003$, asserted to within $10^{-4}$.

The slow approach of $\rho_j$ follows from the printed widths. The deficits divided by $F$ are $0.16324/0.02$, $0.12234/0.015$ and $0.08156/0.01$, each $8.16$, so over this range $\Gamma$ is \eqref{eq:wkb} times $1-8.16F$. One extra power of $F$ multiplies the integral by $2/[3(j+1)]$, which predicts $\rho_j\approx1-5.44/(j+1)$, or $0.9108$ at $j=60$ and $0.8673$ at $j=40$, close to the values above. At $j=10$ the estimate $0.505$ is off by about $0.006$. This comparison is made here from printed numbers and is not an assertion of the program.

\section{Summing the series}

With $t=1/F$, \eqref{eq:disp} takes the Stieltjes form $f(\lambda)=\int d\mu(t)/(1+\lambda t)$ with the positive measure $d\mu=\Gamma\,dF/2\pi F^2$ and moments $\mu_m=|E_{m+1}|$. Let $t_1,\dots,t_M$ be the zeros of the degree-$M$ orthogonal polynomial $\pi_M$ of $\mu$. They are simple and positive: if $\pi_M$ changed sign at fewer than $M$ positive points, its product with the lower-degree polynomial vanishing at those points would have one sign and could not integrate to zero. Dividing any polynomial of degree $2M-1$ by $\pi_M$ shows that the interpolatory rule $\sum_iw_ig(t_i)$ on these nodes integrates it exactly. Applied to $g=1/(1+\lambda t)$, the rule is a rational function of $\lambda$ with degrees $M-1$ over $M$ whose expansion reproduces $2M$ moments, which defines the Pad\'e approximant $[M-1/M]$. Let $h$ be the polynomial of degree $2M-1$ that matches $g$ and $g'$ at the nodes, so that $\int h\,d\mu$ equals the rule. The polynomial $1-(1+\lambda t)h$ has degree $2M$, double zeros at the nodes, and the value $1$ at $t=-1/\lambda$. It equals $\prod_i(t-t_i)^2/(t_i+1/\lambda)^2\ge0$, so $g\ge h$ for $t\ge0$ and $f\ge[M-1/M]$. Writing $f=\mu_0-\lambda\int t\,d\mu/(1+\lambda t)$ and bounding the integral from below by the same argument for the measure $t\,d\mu$ gives an upper bound of degrees $M$ over $M$ that matches $2M+1$ coefficients. Under the analyticity assumption, for $\lambda>0$,
\begin{equation}
[M-1/M]\le f(\lambda)\le[M'/M']\quad\text{for all }M,M' .
\end{equation}
Sixty coefficients determine $[29/30]$, and fifty-nine determine $[29/29]$.

Take $1s$ at the round value $\lambda=0.05$. The terms $E_j\lambda^j$ for $j=1$ to $8$ are $+0.075$, $-0.00375$, $+8.4375\times10^{-4}$, $-3.1055\times10^{-4}$, $+1.5012\times10^{-4}$, $-8.723\times10^{-5}$, $+5.825\times10^{-5}$ and $-4.353\times10^{-5}$. Added to $-0.5$ they give the partial sums $-0.428154$, $-0.428096$ and $-0.428139$ at $j=6,7,8$, which alternate about the direct eigenvalue $-0.428119973$ hartree. By \eqref{eq:large} successive terms are in the ratio $\tfrac32(j+2)\lambda$, which reaches one at $j=2/(3\lambda)-2\approx11.3$. This locates the minimum only roughly, because $\rho_j$ is still rising at these orders and makes the true ratio several percent larger. The smallest term is $j=11$, equal to $3.094\times10^{-5}$. The sum through $j=10$ is $-0.42813543$, and it differs from the direct value by $-1.546\times10^{-5}$ hartree, half of the omitted term. The remainder formula accounts for the half as an estimate: the ratio of successive terms is $\lambda\langle1/F\rangle$, so at the smallest term the weight is centred near $F=\lambda$, where $F/(F+\lambda)=\tfrac12$. The program asserts only that the fraction lies between $0$ and $1$.

The approximant $[29/30]$ gives $-0.42811997300634386769$ hartree. Agreement with the direct eigenvalue is asserted to $10^{-18}$ hartree, and the printed difference is $-2.07\times10^{-28}$ hartree, with the sign of a lower bound. These digits test the arithmetic of the model and not the atom, since the finite proton mass alone, at fixed $\lambda$, changes the energy of this level by roughly 7 parts in $10^4$. The level lies at $-11.650$ eV, raised by $0.071880$ hartree or $1.956$ eV.

At $\lambda=1$ the terms never decrease, and truncation gives no more than the bracket $-0.5<E<1$ from the remainder formula after order zero. The approximants give $0.57792080$ and $0.57792196$ hartree, and the direct value $0.57792135$ hartree ($15.726$ eV) lies between them, $5.5\times10^{-7}$ above the first and $6.1\times10^{-7}$ below the second. The bracket is asserted, and together with the Richardson limit it is the evidence for the analyticity assumption in the ground state. At still larger $\lambda$ a fixed approximant must fail, because $\lambda[M-1/M]$ tends to a constant and $\lambda[M/M]$ grows linearly, while $E$ grows as $\lambda^{2/3}$.

For $3p$ the recursion gives $E_3=301725/2$ and $E_4=-428159925/8$. At $\lambda=10^{-4}$ the direct eigenvalue is $-0.0543121598$ hartree ($-1.4779$ eV). The sum through first order is $-\tfrac1{18}+0.00125=-0.0543055556$, leaving $-6.6043\times10^{-6}$, which is $0.97841$ of the next term $-675\times10^{-8}$. The series predicts this fraction as $1+\lambda E_3/E_2+\lambda^2E_4/E_2+\cdots=1-0.02235+0.00079=0.97844$, where the following term, not included, is left to account for the last digit. After orders $4$ and $8$ the remainders are $2.3122\times10^{-10}$ and $3.3047\times10^{-15}$ hartree, equal to $0.94963$ and $0.93101$ of the next terms, so each coefficient through $E_9$ is seen separately in the eigenvalue. For an excited state the leading tunnelling exponent follows from $\kappa^2\approx1/n^2-2Fr$, which gives $2\theta\approx2/(3n^3F)$ and growth as $(3n^3/2)^j$ times a factorial. The prefactor and the analyticity in the cut plane were not examined for excited states, and the Pad\'e bounds are claimed here for $1s$ only.

\section*{Calculated quantities}
\begin{verbatim}
atomic units: E in hartree, lam and F in hartree/bohr, E_j in hartree/(hartree/bohr)^j
1s phi_1: v2: 3/4, v3: -1/8
1s phi_2: v2: -45/16, v3: 39/32, v4: -17/96, v5: 1/128
1s E_1 = 3/2 = 1.5
1s E_2 = -3/2 = -1.5
1s E_3 = 27/4 = 6.75
1s E_4 = -795/16 = -49.6875
1s E_5 = 3843/8 = 480.375
1s E_6 = -5583 = -5583
1s E_7 = 9543339/128 = 74557.33594
1s E_8 = -1141062999/1024 = -1114319.335
1s E_60 = -4.84924826997e+93, denominator 2^85
1s states in phi_60: 120, highest k = 121
1s E_2 from bound levels only = -1.0749, share 0.7166
1s lam = 0.05: smallest term j = 11, value 3.094e-5
  sum through j = 10: -0.428135431368, error -1.546e-5
  Pade [29/30] = -0.4281199730063438676875, error -2.07e-28
  direct       = -0.4281199730063438676875 hartree = -11.64973795 eV
  shift from -1/2: 0.07188002699 hartree = 1.955955 eV
1s lam = 1: [29/30] = 0.577920801483, [29/29] = 0.577921960628
  direct = 0.577921351962 hartree = 15.726041 eV
3p phi_1: v2: -45, v4: 153/4, v5: -27/8
3p E_1 = 25/2
3p E_2 = -675
3p E_3 = 301725/2
3p E_4 = -428159925/8
3p lam = 0.0001: direct = -0.054312159813833121305 hartree = -1.47790916 eV
  remainder after j = 1: -6.6043e-6, over next term 0.97841
  remainder after j = 4: 2.3122e-10, over next term 0.94963
  remainder after j = 8: 3.3047e-15, over next term 0.93101
F = 0.02: Re E = -0.530663983532, Gamma = 5.56282e-12, WKB = 6.64804e-12, ratio 0.83676
F = 0.015: Re E = -0.522863241628, Gamma = 1.55025e-16, WKB = 1.76635e-16, ratio 0.87766
F = 0.01: Re E = -0.515157301375, Gamma = 8.1531e-26, WKB = 8.8771e-26, ratio 0.91844
width ratio extrapolated to F = 0: 0.99968
large-order constant 18/(pi e^3) = 0.28525889
E_j/asymptotic: j=10: 0.49961, j=20: 0.7383, j=40: 0.86734, j=60: 0.91087
Richardson limit (order 10, j = 50..60) = 1.000002752
\end{verbatim}
